# The S-State Self-Energy from the Bethe Sum and Form-Factor Slope

## Definitions and conventions

Units are $\hbar=c=1$, $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$. Bold letters are three-vectors. An electron of mass $m$ moves in the field of a fixed point charge $Z$:

$$H=\frac{\mathbf p^2}{2m}+V,\qquad V=-\frac{Z\alpha}{r},\qquad \nabla^2V=4\pi Z\alpha\,\delta^3(\mathbf r).$$

The state $\psi$ is an $nS$ state of energy $E$, with $|\psi(0)|^2=(Z\alpha m)^3/(\pi n^3)$. Intermediate states $j$ have $\omega_j=E_j-E$. The Bethe logarithm is

$$\ln k_0=\frac{\sum_j|\langle j|\mathbf p|\psi\rangle|^2\,\omega_j\ln\dfrac{2|\omega_j|}{(Z\alpha)^2m}}{\sum_j|\langle j|\mathbf p|\psi\rangle|^2\,\omega_j}.$$

For momentum transfer $q=p'-p$ the electron vertex is
$$\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad G_E=F_1+\frac{q^2}{4m^2}F_2 .$$
A prime on a form factor means $d/dq^2$. A photon mass $\lambda$ regulates the infrared, and $K$ separates small from large photon momenta $|\mathbf k|$.

## Theorem

Let $Z\alpha\ll1$. To order $\alpha(Z\alpha)^4$ the one-loop self-energy shift of an $nS$ state is

$$\Delta E=\frac{\alpha}{\pi}(Z\alpha)^4\frac{m}{n^3}\,F,\qquad F=\frac43\ln(Z\alpha)^{-2}-\frac43\ln k_0+\frac{10}{9}.$$

Vacuum polarization, nuclear recoil and size, further loops and higher powers of $Z\alpha$ are excluded. The slope that enters is $G_E'(0)$, not $F_1'(0)$ alone.

The proof takes $(Z\alpha)^2m\ll K\ll Z\alpha m$. The upper bound lets photons below $K$ be treated in the dipole approximation, since $r\sim1/(Z\alpha m)$. The lower bound lets binding be treated to first order in $V$ for photons above $K$.

## Lemma 1: photons below the cutoff

$$E_{\rm low}=\frac{4\alpha}{3\pi}(Z\alpha)^4\frac{m}{n^3}\left[\ln\frac{2K}{(Z\alpha)^2m}-\ln k_0\right].$$

**Proof.** Second-order perturbation theory in the coupling $e\mathbf A\cdot\mathbf p/m$ gives
$$-\frac{e^2}{m^2}\int_{|\mathbf k|<K}\frac{d^3k}{(2\pi)^32k}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right)\left\langle p_i\frac1{H-E+k}p_j\right\rangle .$$
The angular average of the tensor is $\frac23\delta_{ij}$, and $e^2\,4\pi k^2dk/(16\pi^3k)=(\alpha/\pi)k\,dk$. The $\mathbf A^2$ term is the same for all states in the dipole approximation and drops out. For a free electron of any momentum $H-E$ annihilates $\mathbf p\psi$, so the resolvent is $1/k$; that part is proportional to $\mathbf p^2$, is the mass correction to the kinetic energy and is already contained in $m$. Subtracting it, and using $1-k/(H-E+k)=(H-E)/(H-E+k)$,

$$E_{\rm low}=\frac{2\alpha}{3\pi m^2}\int_0^K dk\,P(k),\qquad P(k)=\left\langle\mathbf p\cdot\frac{H-E}{H-E+k}\mathbf p\right\rangle .$$

Inserting states, with the principal value where $\omega_j<0$, turns the integral into $\sum_j|\langle j|\mathbf p|\psi\rangle|^2\omega_j\ln(K/|\omega_j|)$ for large $K$. Its weight is
$$M=\langle p_i(H-E)p_i\rangle=\tfrac12\langle[p_i,[H,p_i]]\rangle=\tfrac12\langle\nabla^2V\rangle,$$
because $(H-E)\psi=0$ and $[H,p_i]=i\partial_iV$. Thus $M=2\pi Z\alpha|\psi(0)|^2=2(Z\alpha)^4m^3/n^3$. Writing $\ln(K/|\omega_j|)=\ln\frac{2K}{(Z\alpha)^2m}-\ln\frac{2|\omega_j|}{(Z\alpha)^2m}$ gives the result. ∎

## Lemma 2: the slope of the electric form factor

For $\lambda\ll m$, at one loop,
$$F_1'(0)=\frac{\alpha}{3\pi m^2}\left[\ln\frac m\lambda-\frac38\right],\quad F_2(0)=\frac{\alpha}{2\pi},\quad G_E'(0)=\frac{\alpha}{3\pi m^2}\ln\frac m\lambda .$$

**Proof.** With $k'=k+q$, the loop correction between on-shell spinors is
$$-ie^2\int\frac{d^4k}{(2\pi)^4}\frac{\bar u'\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu u}{[k^2-m^2][k'^2-m^2][(k-p)^2-\lambda^2]} .$$
Contracting over $\nu$ makes the numerator $-2\not k\gamma^\mu\not k'+4m(k+k')^\mu-2m^2\gamma^\mu$. Feynman parameters $x,y,z$ for the three denominators, in this order, with $x+y+z=1$, give $2/(l^2-\Delta)^3$, where $l=k+yq-zp$. Since $2p\cdot q=-q^2$,
$$\Delta=(1-z)^2m^2-xyq^2+z\lambda^2 .$$

The part of the numerator quadratic in $l$ averages to $-2\not l\gamma^\mu\not l\to l^2\gamma^\mu$. In the rest, $k\to zp-yq$ and $k'\to zp+(1-y)q$. The Dirac equation turns $\not k$ on the left into $zm-(1-x)\not q$ and $\not k'$ on the right into $zm+(1-y)\not q$. Between the spinors, with $R=p+p'$,
$$\not q\gamma^\mu\not q=-q^2\gamma^\mu,\quad \gamma^\mu\not q=2p'^\mu-2m\gamma^\mu,\quad \not q\gamma^\mu=2m\gamma^\mu-2p^\mu .$$
As $\Delta$ is symmetric in $x,y$, the linear factors $1-x$ and $1-y$ may each be replaced by $(1+z)/2$. Hence
$$\not k\gamma^\mu\not k'\to\left[-(z^2+2z)m^2+(1-x)(1-y)q^2\right]\gamma^\mu+z(1+z)mR^\mu,$$
and $4m(k+k')^\mu\to4mzR^\mu$. The coefficient of $R^\mu$ in the numerator is $4mz-2mz(1+z)=2mz(1-z)$. The Gordon identity $R^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ then gives the $l$-independent numerator
$$-2\left[(1-4z+z^2)m^2+(1-x)(1-y)q^2\right]\gamma^\mu-4m^2z(1-z)\frac{i\sigma^{\mu\nu}q_\nu}{2m}.$$

After rotation to Euclidean $l$, $\int d^4l\,(2\pi)^{-4}(l^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$. With an additional $l^2$ the integral is $(i/16\pi^2)(\ln\Delta^{-1}+\text{const})$, whose constant does not depend on $q$. Charge normalization, $F_1(0)=1$, removes it. Let $\int$ denote integration over the parameters, $a=(1-4z+z^2)m^2$, and $\Delta_0=\Delta(q^2=0)$:
$$F_1=1+\frac\alpha{2\pi}\int\left[\ln\frac{\Delta_0}\Delta+\frac{a+(1-x)(1-y)q^2}\Delta-\frac a{\Delta_0}\right],$$
$$F_2=\frac\alpha{2\pi}\int\frac{2m^2z(1-z)}\Delta .$$

Put $s=1-z=x+y$. At fixed $s$, the integrals over $x$ of $1$, $xy$ and $(1-x)(1-y)=1-s+xy$ are $s$, $s^3/6$ and $s-s^2+s^3/6$. Thus $F_2(0)=(\alpha/2\pi)\int_0^12(1-s)ds=\alpha/2\pi$. With $\mu=\lambda/m$ and $1-4z+z^2=-2+2s+s^2$,
$$F_1'(0)=\frac\alpha{2\pi m^2}\int_0^1ds\left[\frac{s-s^2+s^3/3}{s^2+\mu^2}+\frac{s^3(-2+2s+s^2)}{6(s^2+\mu^2)^2}\right].$$
Here $(1-s)\mu^2$ was replaced by $\mu^2$, which changes nothing as $\mu\to0$. In that limit $\int s/(s^2+\mu^2)=L$ and $\int s^3/(s^2+\mu^2)^2=L-\frac12$, with $L=\ln(1/\mu)$. The integral is
$$L-1+\frac16-\frac13\left(L-\frac12\right)+\frac13+\frac1{12}=\frac23L-\frac14 .$$
This is the stated $F_1'(0)$. Adding $F_2(0)/(4m^2)=(\alpha/2\pi m^2)\frac14$ cancels the constant. ∎

## Lemma 3: the potential seen by an S state

The radiative vertex adds $\delta V=G_E'(0)\nabla^2V$ at leading order.

**Proof.** In a static field $q^2=-\mathbf q^2$, so $F_1-1$ contributes $-\mathbf q^2F_1'(0)$. For the $F_2$ term use normalized spinors with upper part $(1-\mathbf p^2/8m^2)\chi$ and lower part $(\boldsymbol\sigma\cdot\mathbf p/2m)\chi$. By the Gordon identity its coefficient is $u'^\dagger u-\frac{p^0+p'^0}{2m}\bar u'u$. To second order in momenta this equals
$$\frac{2(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)-\mathbf p^2-\mathbf p'^2}{4m^2}=-\frac{\mathbf q^2}{4m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{2m^2}.$$
The last term becomes an operator proportional to $(V'(r)/r)\,\boldsymbol\sigma\cdot\mathbf L$, which vanishes on an S state. The rest multiplies $V(\mathbf q)$ by $-\mathbf q^2[F_1'(0)+F_2(0)/4m^2]$, and $-\mathbf q^2V(\mathbf q)$ is the Fourier transform of $\nabla^2V$. ∎

## Lemma 4: the same slope from soft photons

For photons of mass $\lambda\ll K$ and $|\mathbf k|<K$, the nonrelativistic theory gives the slope
$$G'_{\rm soft}=\frac{\alpha}{3\pi m^2}\left[\ln\frac{2K}\lambda-\frac56\right].$$

**Proof.** Let $\omega^2=\mathbf k^2+\lambda^2$. For a conserved current, $k_0\rho=\mathbf k\cdot\mathbf j$, and therefore
$$\frac{|\rho|^2-|\mathbf j|^2}{k_0^2-\omega^2}=-\frac{|\rho|^2}{\omega^2}-\frac{j_ij_j^*(\delta_{ij}-k_ik_j/\omega^2)}{k_0^2-\omega^2}.$$
The first term is instantaneous and gives one electron a constant self-energy. The second repeats Lemma 1 with $k\to\omega$ in the energies and the angular factor $1-k^2/3\omega^2$. Let the electron's excitation energies be small compared with $\lambda$. After the mass subtraction, $1/\omega-1/(\omega+H-E)\simeq(H-E)/\omega^2$. Between scattering states of equal energy the double commutator again turns $p_i(H-E)p_i$ into $\frac12\nabla^2V$. Consequently
$$\delta V_{\rm soft}=\frac{\alpha}{2\pi m^2}I\,\nabla^2V,\qquad I=\int_0^K\frac{k^2dk}{\omega^3}\left(1-\frac{k^2}{3\omega^2}\right).$$
Set $k=\lambda\sinh t$, with upper limit $T\simeq\ln(2K/\lambda)$. Then
$$I=\int_0^T\left(\tanh^2t-\tfrac13\tanh^4t\right)dt=(T-1)-\tfrac13\left(T-\tfrac43\right)=\tfrac23\left(T-\tfrac56\right).\ ∎$$

## Proof of the theorem

The low-energy theory must reproduce the full scattering amplitude when both use the same photon mass. The contact term it needs is therefore the difference of slopes,
$$C(K)=G_E'(0)-G'_{\rm soft}=\frac\alpha{3\pi m^2}\left[\ln\frac m{2K}+\frac56\right].$$
It does not contain $\lambda$, so it may be used with massless photons in the atom. By Lemma 3,
$$E_{\rm high}=C(K)\,4\pi Z\alpha|\psi(0)|^2=\frac{4\alpha}{3\pi}(Z\alpha)^4\frac m{n^3}\left[\ln\frac m{2K}+\frac56\right].$$
Adding Lemma 1, the logarithms combine to $\ln(Z\alpha)^{-2}$, and $\frac43\cdot\frac56=\frac{10}9$. ∎

## Remarks

**Origin of the constant.** With $G_E$ the loop has no constant beside its logarithm; all of $10/9$ comes from converting a photon mass into a momentum cutoff. Without the anomalous moment, $-\frac38$ survives and the constant is $\frac43(\frac56-\frac38)=\frac{11}{18}$. The moment supplies the missing $\frac12$.

**Physical reading.** A charge smeared with mean square radius $\langle\rho^2\rangle$ feels $\delta V=\frac16\langle\rho^2\rangle\nabla^2V$. Equating its expectation value to $\Delta E$ gives $\langle\rho^2\rangle=(3\alpha/2\pi m^2)F$. The smearing weakens the attraction at the origin, so the level rises when $F>0$.

**States with $l>0$.** Now $\psi(0)=0$, so $M$ and the contact term vanish, and with them the logarithm of $Z\alpha$. The definition of $\ln k_0$ above then has a zero denominator. The spin-orbit part of Lemma 3 survives as $(\alpha/4\pi m^2)(Z\alpha/r^3)\boldsymbol\sigma\cdot\mathbf L$. The theorem does not cover these states.

**Approach to large cutoff.** For large $k$, $P=(M-Q)/k$, where $Q=\langle\mathbf p\cdot(H-E)^2(H-E+k)^{-1}\mathbf p\rangle$. The source $(H-E)\mathbf p\psi=i(\nabla V)\psi$ is then probed near the origin, where the resolvent is nearly free:
$$Q\simeq|\psi(0)|^2\int\frac{d^3q}{(2\pi)^3}\frac{(4\pi Z\alpha)^2/q^2}{q^2/2m+k}=4\pi(Z\alpha)^2|\psi(0)|^2\sqrt{\frac{2m}k}.$$
Integrating $Q/k$ from $K$ to infinity shows that the low part exceeds its logarithmic form by
$$\delta F\simeq\frac{16\sqrt2}3\,\kappa^{-1/2}\approx7.54\,\kappa^{-1/2},\qquad \kappa=\frac K{(Z\alpha)^2m}.$$

Numerical integration of $P$ for 1S gives $\delta F=0.626$, $0.0730$, $0.00751$ and $0.00075$ at $\kappa=10^2,10^4,10^6,10^8$. The last two follow the law closely; at $\kappa=10^2$ the law gives $0.754$, so higher terms matter there. These values extend the dipole integral as a mathematical function to extract its limit. For $Z=1$ the physical window ends near $\kappa=137$, where $\delta F$ is still about $0.55$; no $K$ in the window makes the remainder small for hydrogen, and the matching is an asymptotic argument in $Z\alpha$. The total cannot depend on $K$, so this remainder must cancel against high-part terms beyond first order in $V$, which the present order omits.

## Example: a fixed point charge with $Z=1$

For the Bethe logarithm, take energies in $(Z\alpha)^2m$ and momenta in $Z\alpha m$. Lemma 1 and $P=(M-Q)/k$ for $k>1$ give
$$\ln k_0=\ln2+\frac1M\left[\int_1^\infty\frac{Q}k\,dk-\int_0^1P\,dk\right].$$
The resolvent was applied by solving linear equations in a basis of reduced radial functions ($r$ times the $l=1$ radial function) $r^2e^{-ar}$ with geometrically spaced $a$, and the $k$ integrals were done by Gauss quadrature. The results are $\ln k_0=2.98413$ for 1S and $2.81177$ for 2S.

With $1/\alpha=137.035999$ and $m/h=1.235590\times10^{14}$ MHz, the common factor $(\alpha/\pi)(Z\alpha)^4m/h$ is $813.863$ MHz. The brackets are
$$F_{1S}=13.1206-3.9788+1.1111=10.2529,$$
$$F_{2S}=13.1206-3.7490+1.1111=10.4827 .$$
The shifts follow:
$$\Delta E_{1S}/h=813.863\times10.2529\ \text{MHz}\approx8344\ \text{MHz},$$
$$\Delta E_{2S}/h=\frac{813.863\times10.4827}{8}\ \text{MHz}\approx1066\ \text{MHz}.$$
The 1S value corresponds to $34.5\ \mu$eV. Both levels move up. Their ratio is close to the factor 8 from $|\psi(0)|^2$, slightly reduced by the smaller Bethe logarithm of 2S.

The smearing picture gives $\langle\rho^2\rangle^{1/2}\approx0.19/m$ for 1S, about a fifth of the reduced Compton wavelength. The digits quoted are those of the stated formula. The first omitted power adds to $F$ a term $Z\alpha\approx0.007$ times a coefficient not computed here (about $9$ in the literature, some $55$ MHz for 1S). The numbers are not the level shift of real hydrogen: vacuum polarization, excluded above, is of the same order $\alpha(Z\alpha)^4$ and lowers 1S by about $215$ MHz and 2S by about $27$ MHz, and the reduced mass changes the 1S value by about $-14$ MHz. The formula is useful only for light ions. The omitted term grows with $Z\alpha$ while $F$ falls, and the expression for $F_{1S}$ passes through zero at $Z\alpha\approx0.34$ ($Z\approx47$), where the smearing picture would give a negative $\langle\rho^2\rangle$; the expansion has failed well before that.
